# Narrow-Width Threshold Increase from Quarter-Cylinder Depletion Regions

A long transistor channel 10 µm wide, in the example used below, has a threshold 15 mV above that of a very wide channel if the depleted regions beyond its edges are taken as quarter cylinders. For a width of 1 µm the same calculation gives 150 mV, and for 0.5 µm it gives 301 mV. Within the idealised model used here these shifts are upper bounds: the edge shape found below from Poisson's equation gives about 0.41 times as much. Body doping, gate oxide and body bias are the same in all three cases. The cause lies in the body beyond the two channel edges: its depletion charge must be balanced by the gate, and it stays nearly the same as the channel is made narrower, down to a width of about one depletion depth.

## Model and definition of threshold

Consider an n-channel MOS transistor, long enough that source and drain do not affect the charge under most of the gate. The p-type body has uniform acceptor density $N$. The channel occupies $-W/2<x<W/2$ at the surface, and $y\ge0$ is measured into the body. The thin gate oxide has permittivity $\varepsilon_{ox}$, thickness $t_{ox}$ and capacitance per area $C=\varepsilon_{ox}/t_{ox}$. Outside the channel the gate runs over a thick field oxide raised above the body surface. Its action on the body there is at first neglected, so the normal field vanishes at the surface beyond each edge.

The potential $\psi$ is measured from the neutral body. At threshold the channel surface has

$$\psi_s=2\phi_F+V_{SB},\qquad \phi_F=\frac{kT}{q}\ln\frac{N}{n_i}, \tag{1}$$

where $V_{SB}\ge0$ is the source-to-body voltage, $n_i$ the intrinsic density and $q>0$ the elementary charge. The surface potential is taken to stay at this value once the channel is inverted.

Let $A$ be the cross-sectional area of the depleted body, and let $Q_{inv}$ be the magnitude of the inversion charge per unit channel length. Both the acceptor charge and the inversion charge are negative. All field lines ending on them are assumed to come from the gate through the gate oxide. The mean oxide voltage is $V_{GB}-V_{FB}-\psi_s$, with $V_{GB}$ the gate-to-body voltage and $V_{FB}$ the flat-band voltage. Gauss's law over the whole width then gives

$$CW(V_{GB}-V_{FB}-\psi_s)=Q_{inv}+qNA. \tag{2}$$

The averaged threshold is defined by $Q_{inv}=0$ in this balance. Since $V_{GB}=V_{GS}+V_{SB}$, subtracting $V_{SB}$ refers it to the source:

$$V_T=V_{FB}+\psi_s+\frac{qNA}{CW}-V_{SB}=V_{FB}+2\phi_F+\frac{qNA}{CW}. \tag{3}$$

The effect of width is now contained in $A/W$.

## The quarter-cylinder result

Under the middle of a wide channel the potential depends on $y$ alone. In the depletion approximation the charge density is $-qN$ down to a sharp edge $y=x_d$, and Poisson's equation is

$$\frac{d^2\psi}{dy^2}=\frac{qN}{\varepsilon_s},\qquad \psi(x_d)=\psi'(x_d)=0, \tag{4}$$

with $\varepsilon_s$ the body permittivity. Two integrations from the depletion edge give $\psi'=-(qN/\varepsilon_s)(x_d-y)$ and then

$$\psi=\frac{qN}{2\varepsilon_s}(x_d-y)^2. \tag{5}$$

Setting $\psi(0)=\psi_s$ fixes the depth:

$$x_d=\sqrt{\frac{2\varepsilon_s\psi_s}{qN}}. \tag{6}$$

For a very wide channel $A/W\to x_d$, and (3) becomes

$$V_{T0}=V_{FB}+2\phi_F+\frac{qNx_d}{C}. \tag{7}$$

Now suppose that the depleted region contains every body point within a distance $x_d$ of the channel strip. Under the strip this is a rectangle of area $Wx_d$. Beyond each edge the nearest channel point is the edge itself, so the region is a quarter circle of radius $x_d$; along the channel length it forms a quarter cylinder. Hence

$$A=Wx_d+2\left(\frac{\pi x_d^2}{4}\right)=Wx_d+\frac{\pi x_d^2}{2}. \tag{8}$$

Inserting (8) in (3) and subtracting (7) removes the term $qNx_d/C$:

$$\Delta V_T=V_T-V_{T0}=\frac{\pi qNx_d^2}{2CW}. \tag{9}$$

By (6), $qNx_d^2=2\varepsilon_s\psi_s$. Therefore

$$\boxed{\Delta V_T=\frac{\pi\varepsilon_s(2\phi_F+V_{SB})}{CW}}. \tag{10}$$

This is the inverse-width law. The edge charge per unit length is independent of $W$, while the gate capacitance per unit length that must balance it is $CW$. Halving the width at fixed $\psi_s$ and $C$ doubles the shift.

Two other forms are useful. Substituting $C=\varepsilon_{ox}/t_{ox}$ gives

$$\Delta V_T=\pi\,\frac{\varepsilon_s}{\varepsilon_{ox}}\,\frac{t_{ox}}{W}\,\psi_s, \tag{11}$$

and dividing (9) by the wide-channel body term gives

$$\frac{\Delta V_T}{qNx_d/C}=\frac{\pi x_d}{2W}. \tag{12}$$

Equation (11) shows that doping enters this shift only through $\phi_F$. Higher doping raises the charge density but reduces the edge area, and at fixed $\psi_s$ the product $Nx_d^2$ is unchanged. The relative shift (12) does depend on doping, because at fixed $\psi_s$ the wide-channel body term grows as $\sqrt N$.

## Body bias

At fixed width, differentiating (10) gives

$$\frac{d\Delta V_T}{dV_{SB}}=\frac{\pi\varepsilon_s}{CW}. \tag{13}$$

The narrow-width term is linear in body bias. The wide-channel term follows a square root: by (6), $dx_d/d\psi_s=x_d/(2\psi_s)$, so

$$\frac{dV_{T0}}{dV_{SB}}=\frac{qNx_d}{2C\psi_s}, \tag{14}$$

which decreases as $1/\sqrt{\psi_s}$. A narrow channel is therefore more sensitive to body bias than a wide one, and in the quarter-cylinder model its excess sensitivity does not fade as the bias grows.

## How good is the quarter cylinder?

The shape in (8) was assumed. The true depletion edge must be found from Poisson's equation, with both the potential and its gradient zero on it. Measure lengths in $x_d$ and potential in $qNx_d^2/\varepsilon_s=2\psi_s$, and call the scaled potential $u$. Then

$$\nabla^2u=1\ \text{in the depleted region},\qquad u=\tfrac12\ \text{on the channel}, \tag{15}$$

with $u_y=0$ on the field surface and $u=u_x=u_y=0$ on the unknown depletion edge. Subscripts denote derivatives.

The assumed region cannot be too small. Reflect the body in its surface, let $d$ be the distance to the channel strip, and define $w=\tfrac12(1-d)^2$ for $d<1$ and $w=0$ otherwise. For $d<1$, since $|\nabla d|=1$,

$$\nabla^2w=1-(1-d)\nabla^2d\le1. \tag{16}$$

The inequality holds because $\nabla^2d$ is zero under the strip and $1/d$ around its edges. If $u$ exceeded $w$ somewhere, then $u>0$ there and $\nabla^2(u-w)\ge0$. Such a function has its maximum on the boundary of the region where $u>w$, but there $u-w=0$, a contradiction. Thus $u\le w$, and the true depleted region lies inside the assumed one. Within this model (10) is an upper bound.

For one edge of a wide channel the free boundary can be found in closed form. Put the right-hand edge at $x=0$, with the channel on $x<0$, and let $z=x+iy$. Define

$$F=u_x-i(u_y-y). \tag{17}$$

With $P=u_x$ and $R=y-u_y$, (15) gives $R_y=1-u_{yy}=u_{xx}=P_x$, and also $P_y=u_{xy}=-R_x$. These are the Cauchy–Riemann equations, so $F$ is an analytic function of $z$. Its boundary values are simple:

- On the channel $u_x=0$ and $F=it$, where $t=-u_y$ is the normal field in units of its wide-channel value. Far from the edge $t=1$; at the edge $t\to\infty$.
- On the field surface $u_y=y=0$, so $F=u_x=-p$ is real, with $p$ falling from infinity to zero at the depletion edge.
- On the depletion edge the gradient vanishes, so $F=iy$ with $0<y<1$.

The depleted region thus corresponds to the quadrant $\mathrm{Re}\,F<0$, $\mathrm{Im}\,F>0$. Now regard $z$ as a function of $F$. On the imaginary axis $F=it$, its imaginary part $y$ equals $t$ for $0<t<1$ and zero for $t>1$. On the negative real axis $y=0$, so $y$ can be continued as an odd function of $t$ into the whole left half-plane. For $F=-p+it$, Poisson's half-plane formula gives

$$y=\frac1\pi\int_{-1}^{1}\frac{\tau p\,d\tau}{p^2+(t-\tau)^2}
=\mathrm{Re}\,\frac1\pi\int_{-1}^{1}\frac{\tau\,d\tau}{i\tau-F}. \tag{18}$$

Since $\mathrm{Im}(iH)=\mathrm{Re}\,H$, the analytic function with this imaginary part is $i$ times the last integral over $\pi$, plus a real constant. Writing $\tau/(i\tau-F)=-i[1+F/(i\tau-F)]$ and integrating,

$$z=\frac1\pi\left\{2-iF\left[\ln(i-F)-\ln(-i-F)\right]\right\}. \tag{19}$$

The constant is zero because the channel edge, $F\to\infty$, lies at $z=0$. On the field surface, $F=-p$, the bracket equals $2i\arctan(1/p)$, and

$$x=\frac2\pi\left[1-p\arctan\frac1p\right]. \tag{20}$$

At $p=0$ this gives the lateral reach of depletion at the surface, $2x_d/\pi$ in ordinary units instead of $x_d$. On the depletion edge, $F=iy$, the bracket equals $\ln[(1-y)/(1+y)]+i\pi$. The imaginary part of (19) is then $y$, as required, and the real part is

$$x=\frac1\pi\left[2-y\ln\frac{1+y}{1-y}\right]. \tag{21}$$

As $y$ rises from 0 to 1, $x$ falls steadily from $2/\pi$ to $-\infty$. The positions on the channel and field surfaces also vary steadily with $t$ and $p$, so the boundary is traversed once and the map is one-to-one. Moreover $u_x=\mathrm{Re}\,F<0$ inside, and $u=0$ on the depletion edge to the right, so $u$ is positive throughout the region.

Let $\alpha x_d^2$ be the extra depleted area per edge, counting as negative the area missing below the channel near its edge. From (21), $\alpha=\int_0^1x\,dy$. The logarithm has the series $2\sum_{k\ge0}y^{2k+1}/(2k+1)$, so

$$\int_0^1y\ln\frac{1+y}{1-y}\,dy=\sum_{k=0}^{\infty}\left(\frac1{2k+1}-\frac1{2k+3}\right)=1, \tag{22}$$

and

$$\alpha=\frac{2-1}{\pi}=\frac1\pi. \tag{23}$$

Replacing $\pi/4$ by $\alpha$ in (8) changes (10) to

$$\Delta V_T^{2D}=\frac{2\alpha qNx_d^2}{CW}=\frac{4}{\pi}\,\frac{\varepsilon_s\psi_s}{CW}. \tag{24}$$

For widths down to about $x_d$ the inverse-width law survives, but its coefficient is $4/\pi^2\approx0.41$ times that of (10). Depletion around an edge is less extensive than the quarter cylinder because field lines spread from the edge: the potential falls faster with distance than it does under a flat surface.

A separate numerical solution of the free-boundary problem, extrapolated in grid spacing, gives $\alpha=0.318$ and a surface reach of $0.62x_d$ on its finest grid of spacing $x_d/64$. These agree with $1/\pi$ and $2/\pi$ within the resolution. On one fixed, coarser grid $\alpha$ is 0.3258, 0.3293 and 0.3295 for $W/x_d=1$, 2 and 4. The grid raises all three values, but their near equality shows that the two edges act almost independently even at $W=x_d$, where the change is about 1%.

## Worked example

The round parameters are $N=5\times10^{16}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $T=300$ K, $t_{ox}=20$ nm, relative permittivities 11.7 and 3.9, and $V_{FB}=-0.90$ V. They give $C=0.1727$ µF/cm² and $\phi_F=0.3988$ V.

At zero body bias $\psi_s=0.7975$ V and $x_d=143.6$ nm. The depletion charge is 0.1151 µC/cm², so the body term is $0.1151/0.1727=0.666$ V, and (7) gives

$$V_{T0}=-0.900+0.798+0.666=0.564\ \text{V}. \tag{25}$$

For $W=1$ µm, (11) gives

$$\Delta V_T=\pi\times3\times\frac{20\ \text{nm}}{1000\ \text{nm}}\times0.7975\ \text{V}=0.150\ \text{V}. \tag{26}$$

The averaged threshold is therefore 0.714 V with quarter cylinders. The two-dimensional coefficient reduces the shift to 61 mV and the threshold to 0.625 V.

At $V_{SB}=3$ V the depth grows to 313.4 nm and the quarter-cylinder shift at 1 µm to 716 mV. Its bias slope from (13) is 189 mV/V. The wide-channel slope (14) at this bias is $1.454/(2\times3.798)=0.191$ V/V, so in the quarter-cylinder model the edges nearly double the body sensitivity. With (24) their contribution is 0.41 times as large, about 76 mV/V.

## What the averaged threshold means

The channel does not turn on uniformly. Near an edge the large-$t$ expansion of (19) on the channel gives the distance inward from the edge as

$$s=\frac{x_d}{\pi}\left[t\ln\frac{t+1}{t-1}-2\right]\simeq\frac{2x_d}{3\pi t^2}. \tag{27}$$

The normal field thus grows as $s^{-1/2}$. The gate must supply this field before it can supply inversion charge, so the local threshold is highest at the edges and the centre of a wide channel turns on near $V_{T0}$.

This matters if threshold is extracted by extending the strong-inversion line of charge against gate voltage to zero. Let $L=1+CV/(qNx_d)$, where $V$ is the gate voltage above $V_{T0}$. Where $t>L$ the surface is not inverted, and (2) counts a negative inversion charge that does not exist. In units of $qNx_d^2$ the spurious charge at one edge is

$$e(L)=\int_L^\infty\frac{s}{x_d}\,dt\simeq\frac{2}{3\pi L}. \tag{28}$$

If the surface potential is still held fixed there, the remaining charge exceeds the averaged line by $e$. A tangent drawn at $L$ and extended back to $V=0$, where $L=1$, lies above that line by $e-(L-1)e'(L)=e+(L-1)e/L$. Comparing this with $\alpha=1/\pi$, and neglecting the small change of slope, gives

$$\frac{\Delta V_{\text{extrap}}}{\Delta V_T^{2D}}\simeq1-\frac{2}{3L}\left(2-\frac1L\right). \tag{29}$$

At $V=3$ V, $L=1+3/0.666=5.5$ and the ratio is 0.78. The grid calculation gives 0.68. By (27) the uninverted strip is only about $0.007x_d$ wide, less than half a grid cell, so the grid does not resolve it, and its ratio is only a rough check. Both estimates keep the surface potential fixed even where the surface is not inverted. In reality it falls there, which lowers the inversion charge nearby and cancels much of $e$. Equation (29) therefore overstates the reduction, and the true ratio is closer to 1.

## Real isolation structures

The example lies in the rough regime of an n-channel transistor of the one-micrometre generation, isolated by local oxidation (LOCOS). Such a device does not have the abrupt step assumed here between gate oxide and field oxide. The real oxide tapers and encroaches on the drawn channel. If 100 nm were lost at each edge of a drawn 1 µm channel, (10) would give 188 mV instead of 150 mV, an increase of 25%. A field implant that spreads under the channel edges would also raise the local threshold; its size depends on the doping profile and is not estimated here.

The gate over a 400 nm field oxide supplies part of the edge charge itself. At the wide-channel threshold and zero body bias, the gate directly above the field oxide, treated as a plate capacitor, lowers $\alpha$ by only 5 to 6%. The side of the gate at the step is much closer to the body and matters more. With it included, the edge term in (24) falls by about one third for an abrupt vertical step, which leaves a shift of about 40 mV at 1 µm, and by nearly half if the oxide thickens at 45°. Equation (24) therefore overestimates the shift caused by body depletion alone in such a device. The sign of the width effect can reverse for fully recessed isolation, where the gate can act on the channel corner from the side and help to deplete it. Equations (10) and (24) do not apply there.

Other corrections to the example are moderate. If strong inversion raises $\psi_s$ by $4kT/q$, the shift grows by 13%. The lowest subband energy in the surface well is about 40 meV, or 5% of $q\psi_s$. The quantum correction to the band bending is smaller than this, because classical carriers also have thermal energy in the well. At 400 K, with the band gap held fixed, the lower $\phi_F$ reduces the 1 µm shift to about 125 mV. With the measured rise of $n_i$ in silicon, to roughly $5.6\times10^{12}$ cm$^{-3}$, it is about 118 mV. The majority-carrier tail lowers the wide-channel depletion charge by 1.6% and the edge charge in (24) by about 3%.

For $W=0.5$ µm and $V_{SB}=3$ V, the quarter-cylinder model gives a mean oxide field of 1.4 MV/cm, well below a rough breakdown field of 10 MV/cm, although the local field at an abrupt edge is higher. The wide-channel body field at this bias is 0.24 MV/cm, about half of a rough breakdown value of 0.5 MV/cm. The edge has no such margin in the idealised model: by (27) the field exceeds 0.5 MV/cm within about 18 nm of the edge and diverges at it. In a real device the peak field is set by the shape of the oxide edge.

## Computed results

```
body doping 5.0e+16 cm^-3, intrinsic density 1.0e+10 cm^-3
relative permittivity: body 11.7, oxide 3.9
gate oxide 20 nm, field oxide 400 nm
temperature 300 K, thermal voltage 0.02585 V
flat-band voltage -0.90 V, length 10 um
gate capacitance 0.1727 uF/cm2
phi_F 0.3988 V
V_SB 0 V: psi 0.7975 V, x_d 143.6 nm
  depletion charge 0.1151 uC/cm2
  body term 0.6664 V
  wide-channel V_T 0.5639 V
  W 0.5 um: quarter-cylinder shift 300.7 mV
  W 1 um: quarter-cylinder shift 150.3 mV
  W 2 um: quarter-cylinder shift 75.2 mV
  W 5 um: quarter-cylinder shift 30.1 mV
  W 10 um: quarter-cylinder shift 15.0 mV
V_SB 3 V: psi 3.7975 V, x_d 313.4 nm
  depletion charge 0.2511 uC/cm2
  body term 1.4541 V
  wide-channel V_T 1.3516 V
  W 0.5 um: quarter-cylinder shift 1431.6 mV
  W 1 um: quarter-cylinder shift 715.8 mV
  W 2 um: quarter-cylinder shift 357.9 mV
  W 5 um: quarter-cylinder shift 143.2 mV
  W 10 um: quarter-cylinder shift 71.6 mV
d(shift)/dV_SB at W = 1 um: 188.5 mV/V
quarter-cylinder edge coefficient pi/4 = 0.7854
2D edge coefficient alpha 0.318 (coarser 0.318)
2D / quarter-cylinder shift ratio 0.41
2D shift, W = 1 um, V_SB = 0: 61 mV
2D surface reach beyond edge 0.62 x_d
one-grid alpha at W/x_d = 1, 2, 4: 0.3258, 0.3293, 0.3295
extrapolated / averaged 2D shift (3 V overdrive, W = 4 x_d): 0.68
field-oxide gate action changes alpha by -5.4 %
shift with 100 nm lost per edge, W = 1 um: 187.9 mV
psi higher by 4 kT/q: shift +13.0 %
full-Poisson / depletion charge 0.9837
lowest subband energy 40.3 meV, 5.0 % of psi
shift at 400 K, W = 1 um: 124.5 mV
doping / band density of states (unit mass) 2.0e-03
dopant-number scatter of V_T, W = 1 um: 1.44 mV
body field at V_SB = 0, 3 V: 0.111, 0.242 MV/cm (rough breakdown 0.5)
mean oxide field, W = 0.5 um, V_SB = 3 V: 1.44 MV/cm (rough breakdown 10)
log10 oxide tunnelling probability at threshold -94
```
